# Stable phonon transmission through long junctions by composing slice scattering matrices: test program

```python
"""Phonon scattering through a long harmonic strip.

Result under test: composing unitary port-wave scattering matrices keeps
transmission T + reflection R = number N of incident propagating channels,
while a double-precision transfer-matrix product fails exponentially.
Forces are in units of the lead spring k, masses in units of the lead mass m.
u: displacement of a layer; f: bond matrix times the next displacement.
Port waves: p=(f+i*u)/2 (rightward), q=(f-i*u)/2 (leftward).
x = omega^2*m/k; damping = 1/(omega*lifetime); kt = transverse spring/k.
bonds[n] joins layers n and n+1; layers 1..L form the junction.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad

WIDTH = 6
EYE = np.eye(WIDTH)
LAPLACIAN = 2 * EYE - np.eye(WIDTH, k=1) - np.eye(WIDTH, k=-1)
LAPLACIAN[0, 0] = LAPLACIAN[-1, -1] = 1.0


def layer_matrix(masses, bonds, n, x, kt=1.0, damping=0.0):
    """Static stiffness minus omega^2*mass for layer n, counted from zero."""
    onsite = bonds[n] + bonds[n + 1] - x * (1 + 1j * damping) * masses[n]
    return np.diag(onsite) + kt * LAPLACIAN


def slice_scattering(a_matrix, bond):
    """Outgoing waves from incoming waves, directly from their definitions."""
    w = np.diag(bond)
    incoming = np.block([[1j * EYE, w], [-w.T, a_matrix - 1j * EYE]])
    outgoing = np.block([[-1j * EYE, w], [-w.T, a_matrix + 1j * EYE]])
    return np.linalg.solve(incoming.T, outgoing.T).T


def blocks(s):
    m = WIDTH
    return s[:m, :m], s[:m, m:], s[m:, :m], s[m:, m:]


def compose(left, right):
    ra, tpa, ta, rpa = blocks(left)
    rb, tpb, tb, rpb = blocks(right)
    from_left = np.linalg.solve(EYE - rpa @ rb, ta)
    from_right = np.linalg.solve(EYE - rb @ rpa, tpb)
    return np.block([[ra + tpa @ rb @ from_left, tpa @ from_right],
                     [tb @ from_left, rpb + tb @ rpa @ from_right]])


def junction_scattering(masses, bonds, x, kt=1.0, damping=0.0, monitor=None):
    total = None
    for n in range(len(masses)):
        part = slice_scattering(
            layer_matrix(masses, bonds, n, x, kt, damping), bonds[n])
        if monitor is not None:
            monitor["rho"] = max(monitor["rho"],
                                 np.linalg.norm(blocks(part)[0], 2))
            if total is not None:
                loop = EYE - blocks(total)[3] @ blocks(part)[0]
                monitor["inverse"] = max(
                    monitor["inverse"], np.linalg.norm(np.linalg.inv(loop), 2))
        total = part if total is None else compose(total, part)
    return total


def lead_modes(x, kt=1.0):
    mu, phi = np.linalg.eigh(kt * LAPLACIAN)
    c = 1 - (x - mu) / 2
    is_open = np.abs(c) < 1
    lam = np.where(is_open, c + 1j * np.sqrt(np.maximum(1 - c**2, 0)),
                   c - np.sign(c) * np.sqrt(np.maximum(c**2 - 1, 0)))
    flux = lam.imag[is_open]
    incident = np.zeros((WIDTH, is_open.sum()))
    incident[np.where(is_open)[0], np.arange(is_open.sum())] = flux**-0.5
    return phi, lam, is_open, flux, incident


def total_flux(amplitudes, is_open, flux):
    return float(np.sum(flux[:, None] * np.abs(amplitudes[is_open])**2))


def match_scattering(s, x, kt=1.0):
    phi, lam, is_open, flux, incident = lead_modes(x, kt)
    pa, qa = (phi * lam + 1j * phi) / 2, (phi * lam - 1j * phi) / 2
    pb, qb = (phi / lam + 1j * phi) / 2, (phi / lam - 1j * phi) / 2
    r, tp, t, rp = blocks(s)
    system = np.block([[qb - r @ pb, -tp @ qa], [-t @ pb, pa - rp @ qa]])
    source = np.vstack([r @ pa - qa, t @ pa]) @ incident
    answer = np.linalg.solve(system, source)
    return (total_flux(answer[WIDTH:], is_open, flux),
            total_flux(answer[:WIDTH], is_open, flux), int(is_open.sum()))


def solve_junction(masses, bonds, x, kt=1.0, damping=0.0):
    return match_scattering(
        junction_scattering(masses, bonds, x, kt, damping), x, kt)


def transfer_step(masses, bonds, n, x):
    w = np.diag(bonds[n])
    inverse = np.diag(1 / bonds[n])
    a_matrix = layer_matrix(masses, bonds, n, x).real
    return np.block([[0 * EYE, inverse], [-w.T, a_matrix @ inverse]])


def match_transfer(product, x):
    phi, lam, is_open, flux, incident = lead_modes(x)
    forward = np.vstack([phi, phi * lam])
    backward = np.vstack([phi, phi / lam])
    answer = np.linalg.solve(np.hstack([product @ backward, -forward]),
                             -product @ forward @ incident)
    return (total_flux(answer[WIDTH:], is_open, flux),
            total_flux(answer[:WIDTH], is_open, flux))


def precise_transfer(masses, bonds, x, digits=90):
    """The same transfer-matrix algorithm, with many more digits."""
    phi, lam, is_open, flux, incident = lead_modes(x)
    forward = np.vstack([phi, phi * lam])
    backward = np.vstack([phi, phi / lam])
    with mp.workdps(digits):
        product = mp.eye(2 * WIDTH)
        for n in range(len(masses)):
            step = transfer_step(masses, bonds, n, x)
            product = mp.matrix(step.tolist()) * product
        back = product * mp.matrix(backward.tolist())
        source = product * mp.matrix((forward @ incident).tolist())
        system = mp.matrix(2 * WIDTH, 2 * WIDTH)
        for i in range(2 * WIDTH):
            for j in range(WIDTH):
                system[i, j] = back[i, j]
                system[i, j + WIDTH] = -mp.mpc(complex(forward[i, j]))
        columns = []
        for j in range(incident.shape[1]):
            rhs = mp.matrix([-source[i, j] for i in range(2 * WIDTH)])
            solution = mp.lu_solve(system, rhs)
            columns.append([complex(solution[i]) for i in range(2 * WIDTH)])
    answer = np.array(columns).T
    return (total_flux(answer[WIDTH:], is_open, flux),
            total_flux(answer[:WIDTH], is_open, flux))


def green_reference(masses, bonds, x, damping=0.0):
    """Direct solve of all layers; lead surfaces found by decimation."""
    bulk = (2 - x - 1e-7j) * EYE + LAPLACIAN
    surface, right, left = bulk.copy(), EYE.astype(complex), EYE.astype(complex)
    for _ in range(32):
        g = np.linalg.inv(bulk)
        surface = surface - right @ g @ left
        bulk = bulk - right @ g @ left - left @ g @ right
        right, left = right @ g @ right, left @ g @ left
    sigma = np.linalg.inv(surface)
    gamma = (sigma - sigma.conj().T) / 1j
    length, m = len(masses), WIDTH
    matrix = np.zeros((length * m, length * m), complex)
    for n in range(length):
        here = slice(n * m, (n + 1) * m)
        matrix[here, here] = layer_matrix(masses, bonds, n, x, 1.0, damping)
        if n + 1 < length:
            following = slice((n + 1) * m, (n + 2) * m)
            matrix[here, following] = -np.diag(bonds[n + 1])
            matrix[following, here] = -np.diag(bonds[n + 1])
    matrix[:m, :m] -= sigma
    matrix[-m:, -m:] -= sigma
    source = np.zeros((length * m, m), complex)
    source[:m] = EYE
    green = np.linalg.solve(matrix, source)
    first, last = green[:m], green[-m:]
    transmission = np.trace(gamma @ last.conj().T @ gamma @ last).real
    channels = lead_modes(x)[2].sum()
    reflection = (channels
                  + np.trace(gamma @ first @ gamma @ first.conj().T).real
                  - 2 * np.trace(gamma @ first).imag)
    intensity = np.sum((green @ gamma) * green.conj(), axis=1).real
    absorbed = 2 * x * damping * np.sum(masses.ravel() * intensity)
    return transmission, reflection, absorbed


# Rough material scales and composition; one site is one formula unit.
cell = 0.55e-9
speed = 2000.0
frequency = 0.4e12
temperature = 5.0
lifetime = 1e-9
conductivity = 1e5
mass_bi, mass_sb, mass_te = 208.98, 121.76, 127.60
lead_mass = 2 * mass_bi + 3 * mass_te
spring = lead_mass * const.atomic_mass * (speed / cell)**2


def reduced_square(nu):
    return (2 * np.pi * nu * cell / speed)**2


def alloy(length, seed):
    count = np.random.default_rng(seed).binomial(2, 0.5, (length, WIDTH))
    return 1 - count * (mass_bi - mass_sb) / lead_mass


x0 = reduced_square(frequency)
length = 200
masses = alloy(length, 7)
bonds = np.ones((length + 1, WIDTH))

# One slice: closed forms against the defining linear relations.
a_test = layer_matrix(masses, bonds, 0, x0)
s_test = slice_scattering(a_test, bonds[0])
inverse = np.linalg.inv(2 * EYE + 1j * a_test)
r_formula, t_formula = -1j * a_test @ inverse, 2j * inverse
s_formula = np.block([[r_formula, t_formula], [t_formula, -r_formula]])
assert np.allclose(s_test, s_formula, atol=1e-12)
alpha = np.linalg.norm(a_test, 2)
rho_formula = alpha / np.sqrt(4 + alpha**2)
assert abs(np.linalg.norm(blocks(s_test)[0], 2) - rho_formula) < 1e-12

# Main junction against a direct lattice solution.
t_main, r_main, channels = solve_junction(masses, bonds, x0)
t_green, r_green, _ = green_reference(masses, bonds, x0)
assert abs(t_main - t_green) < 1e-5 and abs(r_main - r_green) < 1e-5
assert abs(t_main + r_main - channels) < 1e-10

# A broken bond: no transfer matrix exists, but composition still works.
cut_bonds = np.ones((31, WIDTH))
cut_bonds[10, 2] = 0.0
t_cut, r_cut, _ = solve_junction(masses[:30], cut_bonds, x0)
t_cut_green, r_cut_green, _ = green_reference(masses[:30], cut_bonds, x0)
assert abs(t_cut - t_cut_green) < 1e-5
assert abs(r_cut - r_cut_green) < 1e-5

# Long junction: unitarity and the length-independent inverse bound.
long_length = 1000
long_masses = alloy(long_length, 8)
long_bonds = np.ones((long_length + 1, WIDTH))
monitor = {"rho": 0.0, "inverse": 0.0}
s_long = junction_scattering(long_masses, long_bonds, x0, monitor=monitor)
unitarity = np.linalg.norm(s_long.conj().T @ s_long - np.eye(2 * WIDTH), 2)
t_long, r_long, _ = match_scattering(s_long, x0)
inverse_bound = 1 / (1 - monitor["rho"])
assert unitarity < 1e-10
assert abs(t_long + r_long - channels) < 1e-10
assert monitor["inverse"] <= inverse_bound * (1 + 1e-10)

# Growth of transfer-matrix norm and conservation error over 20 alloys.
scan_max, samples = 40, 20
errors = np.zeros((samples, scan_max))
norms = np.zeros((samples, scan_max))
for sample in range(samples):
    trial = alloy(scan_max, 100 + sample)
    product = np.eye(2 * WIDTH)
    for n in range(scan_max):
        product = transfer_step(trial, bonds, n, x0) @ product
        norms[sample, n] = np.linalg.norm(product, 2)
        errors[sample, n] = abs(sum(match_transfer(product, x0)) - channels)
layers = np.arange(1, scan_max + 1)
window = (layers >= 5) & (layers <= 17)
log_error = np.log(np.maximum(errors, 1e-17)).mean(axis=0)
error_rate = np.polyfit(layers[window], log_error[window], 1)[0]
norm_rate = np.polyfit(layers[window],
                       np.log(norms).mean(axis=0)[window], 1)[0]
mean_mass = 1 - (mass_bi - mass_sb) / lead_mass
mu_max = np.linalg.eigvalsh(LAPLACIAN)[-1]
kappa = np.arccosh(1 + (mu_max - x0 * mean_mass) / 2)
median_error = np.median(errors, axis=0)
onset = int(layers[np.argmax(median_error > 1)])
onset_estimate = np.log(1 / np.finfo(float).eps) / kappa
assert abs(norm_rate / kappa - 1) < 0.03
assert abs(error_rate / kappa - 1) < 0.20
assert median_error[-1] > 1 and abs(onset - onset_estimate) < 5

# More digits restore the transfer-matrix result, so rounding is the cause.
short = 60
t_short, r_short, _ = solve_junction(masses[:short], bonds[:short + 1], x0)
t_precise, r_precise = precise_transfer(masses[:short], bonds, x0)
product = np.eye(2 * WIDTH)
for n in range(short):
    product = transfer_step(masses, bonds, n, x0) @ product
double_error = abs(sum(match_transfer(product, x0)) - channels)
precise_error = abs(t_precise + r_precise - channels)
assert precise_error < 1e-11 and double_error > 1e-2
assert abs(t_precise - t_short) < 1e-10
assert abs(r_precise - r_short) < 1e-10

# Finite lifetime: missing flux equals absorption in the interior.
damping = 1 / (2 * np.pi * frequency * lifetime)
t_damped, r_damped, _ = solve_junction(masses, bonds, x0, damping=damping)
t_dg, r_dg, absorbed = green_reference(masses, bonds, x0, damping)
missing = channels - t_damped - r_damped
assert missing > 1e-3 and abs(missing - absorbed) < 1e-5
assert abs(t_damped - t_dg) < 1e-5 and abs(r_damped - r_dg) < 1e-5

# Other model changes.
t_soft, r_soft, n_soft = solve_junction(masses, bonds, x0, kt=0.5)
varied_bonds = bonds.copy()
varied_bonds[1:-1] += np.random.default_rng(9).uniform(
    -0.1, 0.1, (length - 1, WIDTH))
t_varied, r_varied, _ = solve_junction(masses, varied_bonds, x0)
assert abs(t_soft + r_soft - n_soft) < 1e-10
assert abs(t_varied + r_varied - channels) < 1e-10


def thermal_weight(nu):
    y = const.h * nu / (const.k * temperature)
    return (y / (2 * np.sinh(y / 2)))**2


# Landauer conductance, with a separate check of frequency-grid error.
nu_max, points = 1.2e12, 60
step = nu_max / points
grid = (np.arange(points) + 0.5) * step
spectrum = [solve_junction(masses, bonds, reduced_square(nu)) for nu in grid]
grid_error = max(abs(t + r - n) for t, r, n in spectrum)
assert grid_error < 1e-9
weights = thermal_weight(grid)
conductance = const.k * step * sum(
    w * values[0] for w, values in zip(weights, spectrum))
ballistic = const.k * step * sum(
    w * values[2] for w, values in zip(weights, spectrum))
fine_step = nu_max / 6000
fine = (np.arange(6000) + 0.5) * fine_step
fine_channels = np.array([lead_modes(reduced_square(v))[2].sum() for v in fine])
ballistic_fine = const.k * fine_step * np.sum(
    thermal_weight(fine) * fine_channels)
quadrature_error = abs(ballistic / ballistic_fine - 1)
assert quadrature_error < 0.03 and 0 < conductance < ballistic


def weight_y(y):
    return (y / (2 * np.sinh(y / 2)))**2


all_weight = quad(weight_y, 1e-10, 80)[0]
assert abs(all_weight - np.pi**2 / 3) < 1e-7
quantum = const.k**2 * temperature / const.h * all_weight
y_cut = const.h * 1e12 / (const.k * temperature)
high_weight = quad(weight_y, y_cut, 80)[0] / all_weight
lorenz = np.pi**2 / 3 * (const.k / const.e)**2
electronic = lorenz * temperature * conductivity * WIDTH * cell / length
lattice_q = 2 * np.arcsin(np.sqrt(x0) / 2)
dispersion_error = lattice_q / np.sqrt(x0) - 1

print(f"Cell size: {cell*1e9:.2f} nm; sound speed: {speed/1000:.1f} km/s")
print(f"Bi, Sb, Te masses: {mass_bi:.2f}, {mass_sb:.2f}, {mass_te:.2f} u")
print(f"Lead site mass: {lead_mass:.2f} u; spring: {spring:.3f} N/m")
print(f"Strip width: {WIDTH} sites = {WIDTH*cell*1e9:.2f} nm")
print(f"Junction: {length} layers = {length*cell*1e9:.1f} nm")
print(f"Frequency: {frequency/1e12:.2f} THz; temperature: {temperature:.1f} K")
print(f"Reduced squared frequency x: {x0:.5f}")
print(f"Mean junction/lead mass ratio: {mean_mass:.5f}")
print(f"Propagating channels N: {channels}")
print(f"Main junction T: {t_main:.6f}; R: {r_main:.6f}")
print(f"Main |T+R-N|: {abs(t_main+r_main-channels):.2e}")
print(f"Green-function T: {t_green:.6f}; R: {r_green:.6f}")
print(f"Broken-bond junction, 30 layers: T={t_cut:.6f}, R={r_cut:.6f}")
print(f"Example slice ||A||/k: {alpha:.5f}; ||r||: {rho_formula:.5f}")
print(f"Long junction: {long_length} layers = {long_length*cell*1e9:.0f} nm")
print(f"Long junction T: {t_long:.6f}; R: {r_long:.6f}")
print(f"Long |T+R-N|: {abs(t_long+r_long-channels):.2e}")
print(f"Long full-matrix unitarity error: {unitarity:.2e}")
print(f"Largest slice reflection norm rho: {monitor['rho']:.5f}")
print(f"Largest inverse norm: {monitor['inverse']:.3f}")
print(f"Length-independent inverse bound: {inverse_bound:.3f}")
print(f"Largest evanescent rate: {kappa:.4f} per layer")
print(f"Transfer norm growth: {norm_rate:.4f} per layer")
print(f"Transfer error growth: {error_rate:.4f} per layer")
print(f"Estimated failure length: {onset_estimate:.1f} layers")
print(f"Median error first above 1: {onset} layers = {onset*cell*1e9:.2f} nm")
for n in (5, 10, 15, 20, 30, 40):
    print(f"Transfer median |T+R-N|, {n} layers: {median_error[n-1]:.2e}")
print(f"60 layers, double transfer error: {double_error:.2e}")
print(f"60 layers, 90-digit transfer error: {precise_error:.2e}")
print(f"60 layers, composed T: {t_short:.6f}; R: {r_short:.6f}")
print(f"Assumed phonon lifetime: {lifetime*1e9:.1f} ns")
print(f"With lifetime: T={t_damped:.6f}, R={r_damped:.6f}")
print(f"Missing flux: {missing:.6f}; interior absorption: {absorbed:.6f}")
print(f"Half transverse spring: N={n_soft}, T={t_soft:.6f}")
print(f"Springs varied by up to 10%: T={t_varied:.6f}")
print(f"Conductance: {conductance*1e12:.4f} pW/K")
print(f"Ballistic lead conductance: {ballistic*1e12:.4f} pW/K")
print(f"One-channel thermal quantum: {quantum*1e12:.4f} pW/K")
print(f"Frequency grid: {points} points to {nu_max/1e12:.1f} THz")
print(f"Ballistic grid error: {100*quadrature_error:.3f} %")
print(f"Largest |T+R-N| on frequency grid: {grid_error:.2e}")
print(f"Assumed electrical conductivity: {conductivity/100:.0f} S/cm")
print(f"Electronic heat conductance: {electronic*1e12:.4f} pW/K")
print(f"Electronic/phonon conductance: {100*electronic/conductance:.2f} %")
print(f"Lattice wave-number shift: {100*dispersion_error:.2f} %")
print(f"One-channel thermal weight above 1 THz: {100*high_weight:.3f} %")
print("all assertions hold")
```

Output:

```
Cell size: 0.55 nm; sound speed: 2.0 km/s
Bi, Sb, Te masses: 208.98, 121.76, 127.60 u
Lead site mass: 800.76 u; spring: 17.583 N/m
Strip width: 6 sites = 3.30 nm
Junction: 200 layers = 110.0 nm
Frequency: 0.40 THz; temperature: 5.0 K
Reduced squared frequency x: 0.47769
Mean junction/lead mass ratio: 0.89108
Propagating channels N: 2
Main junction T: 1.732204; R: 0.267796
Main |T+R-N|: 2.62e-14
Green-function T: 1.732204; R: 0.267796
Broken-bond junction, 30 layers: T=1.900024, R=0.099976
Example slice ||A||/k: 5.31773; ||r||: 0.93599
Long junction: 1000 layers = 550 nm
Long junction T: 1.179489; R: 0.820511
Long |T+R-N|: 9.64e-14
Long full-matrix unitarity error: 1.33e-13
Largest slice reflection norm rho: 0.93667
Largest inverse norm: 2.671
Length-independent inverse bound: 15.789
Largest evanescent rate: 1.6313 per layer
Transfer norm growth: 1.6313 per layer
Transfer error growth: 1.6142 per layer
Estimated failure length: 22.1 layers
Median error first above 1: 24 layers = 13.20 nm
Transfer median |T+R-N|, 5 layers: 7.04e-14
Transfer median |T+R-N|, 10 layers: 1.14e-10
Transfer median |T+R-N|, 15 layers: 3.26e-07
Transfer median |T+R-N|, 20 layers: 1.48e-03
Transfer median |T+R-N|, 30 layers: 4.11e+07
Transfer median |T+R-N|, 40 layers: 4.57e+21
60 layers, double transfer error: 7.08e+50
60 layers, 90-digit transfer error: 0.00e+00
60 layers, composed T: 1.921219; R: 0.078781
Assumed phonon lifetime: 1.0 ns
With lifetime: T=1.619506, R=0.249280
Missing flux: 0.131213; interior absorption: 0.131213
Half transverse spring: N=2, T=1.823806
Springs varied by up to 10%: T=1.774533
Conductance: 5.5489 pW/K
Ballistic lead conductance: 6.3719 pW/K
One-channel thermal quantum: 4.7322 pW/K
Frequency grid: 60 points to 1.2 THz
Ballistic grid error: 0.091 %
Largest |T+R-N| on frequency grid: 4.40e-13
Assumed electrical conductivity: 1000 S/cm
Electronic heat conductance: 0.2015 pW/K
Electronic/phonon conductance: 3.63 %
Lattice wave-number shift: 2.11 %
One-channel thermal weight above 1 THz: 0.234 %
all assertions hold
```
